# Pressure caused by occupation smearing in a free-electron metal

## Problem

$N$ non-interacting electrons with levels $\varepsilon=\hbar^2k^2/2m$ fill a volume $V$, with density $n=N/V$. Sums over levels include both spins, and the $k$-sum is converged (replaced by an integral) unless a mesh is named. A level has occupation $f(x)$ with $x=(\varepsilon-\mu)/\sigma$, where $\sigma$ is the smearing width and $\mu$ is fixed by $\sum f=N$. Both $f$ and the generalized entropy $s$ of a level come from an even broadened delta function $\tilde\delta$ of unit area:

$$f(x)=\int_x^\infty\tilde\delta(t)\,dt,\qquad s(x)=\int_x^\infty t\,\tilde\delta(t)\,dt,\qquad M_p=\int_{-\infty}^\infty t^p\,\tilde\delta(t)\,dt .$$

Define $E=\sum f\varepsilon$, $S=\sum s$, $F=E-\sigma S$ and $P=-(\partial F/\partial V)_{N,\sigma}$. Gaussian smearing means $\tilde\delta=e^{-t^2}/\sqrt\pi$. A subscript 0 marks $\sigma=0$; $E_F$ and $D$ are the unsmeared Fermi energy and density of states.

(a) Show that $F=E_0-c\,\sigma^2D(E_F)+O(\sigma^4)$ for $\sigma\ll E_F$. Find $c$ and the $\sigma^4$ term.

(b) Find how $D(E_F)$ depends on $V$ at fixed $N$, and obtain $\Delta P=P-P_0$ through order $\sigma^4$.

(c) Express $P$ through $E$ for arbitrary $\sigma$ and recover (b).

(d) Evaluate $\Delta P$ for sodium with a Gaussian width of 0.2 eV, and estimate the shift of the equilibrium volume.

## Hints

1. Compare $s'(x)$ with $xf'(x)$, then differentiate one level's share of $\Omega=E-\sigma S-\mu N$.
2. Write that share as a single integral over $\tilde\delta$ and recognize the unsmeared grand potential at a shifted chemical potential.
3. At fixed $N$, regard $\Omega+\mu N$ as a function of $\mu$ and ask where it is stationary.
4. At fixed energy $D$ is proportional to $V$, but at fixed $N$ the Fermi energy moves.
5. Under a uniform dilation all levels scale with the same power of $V$.

## Solution

### Derivatives of the grand potential

The definitions give $f'=-\tilde\delta$ and $s'=-x\tilde\delta$, so $s'=xf'$. One level contributes $\omega=(\varepsilon-\mu)f-\sigma s=\sigma\,[xf-s]$ to $\Omega$, and

$$\frac{d}{dx}[xf-s]=f+xf'-s'=f .$$

With $\partial x/\partial\varepsilon=1/\sigma$, $\partial x/\partial\mu=-1/\sigma$ and $\partial x/\partial\sigma=-x/\sigma$, the chain rule gives

$$\frac{\partial\omega}{\partial\varepsilon}=f,\qquad\frac{\partial\omega}{\partial\mu}=-f,\qquad\frac{\partial\omega}{\partial\sigma}=(xf-s)-xf=-s. \tag{1}$$

For a prescribed $N$ define $G(\mu)=\Omega(\mu)+\mu N$. By (1), $G'=N-\sum f$, which vanishes at the physical $\mu$, and there $G=E-\sigma S=F$. When $V$ or $\sigma$ changes at fixed $N$, the induced change of $\mu$ is multiplied by $G'=0$, so

$$\left(\frac{\partial F}{\partial V}\right)_{N,\sigma}=\sum f\,\frac{\partial\varepsilon}{\partial V},\qquad\left(\frac{\partial F}{\partial\sigma}\right)_{N,V}=-S. \tag{2}$$

### (a) Expansion of the free energy

Inserting the integrals for $f$ and $s$ and using $\sigma x=\varepsilon-\mu$,

$$\omega=\sigma\int_x^\infty(x-t)\,\tilde\delta(t)\,dt=\int_{-\infty}^\infty\tilde\delta(t)\,\big[\varepsilon-(\mu+\sigma t)\big]\,\theta(\mu+\sigma t-\varepsilon)\,dt,$$

because $t>x$ is the same condition as $\mu+\sigma t>\varepsilon$. The unsmeared grand potential at chemical potential $y$ is $\Omega_0(y)=\sum(\varepsilon-y)\,\theta(y-\varepsilon)$, so summing over levels gives, for any $\sigma$,

$$\Omega(\mu,\sigma)=\int\tilde\delta(t)\,\Omega_0(\mu+\sigma t)\,dt. \tag{3}$$

Differentiating $\Omega_0$ gives $\Omega_0'=-N_0(y)$, the number of levels below $y$, since the derivative of $\theta$ multiplies a bracket that vanishes there. Hence $\Omega_0''=-D$ and $\Omega_0''''=-D''$. Expand $\Omega_0(\mu+\sigma t)$ in $\sigma t$. The odd moments vanish because $\tilde\delta$ is even, which leaves

$$\Omega=\Omega_0(\mu)-c\,\sigma^2D(\mu)-\frac{M_4}{24}\sigma^4D''(\mu)+O(\sigma^6),\qquad c=\frac{M_2}{2}. \tag{4}$$

The step needs $D$ to be smooth over several $\sigma$ around $\mu$. For free electrons $\Omega_0$ is smooth except at the band bottom. For $|t|<\mu/2\sigma$ Taylor's theorem bounds the remainder by a constant times $(\sigma t)^6$, and the region outside is suppressed by the tail of $\tilde\delta$. Up to powers of $\mu/\sigma$, the suppression is $e^{-\mu^2/4\sigma^2}$ for Gaussian smearing and $e^{-\mu/2\sigma}$ for the Fermi–Dirac function of Variation 1, and both vanish faster than any power of $\sigma$. A $\tilde\delta$ with power-law tails, whose higher moments diverge, is excluded.

Put $\mu=E_F+\eta$ and $G_0=\Omega_0+\mu N$. Then $G_0(E_F)=E_0$, $G_0'(E_F)=N-N_0(E_F)=0$ and $G_0''=-D$. With $D,D',D''$ now taken at $E_F$, and $\eta$ of order $\sigma^2$,

$$G=E_0-\tfrac12D\eta^2-c\sigma^2(D+D'\eta)-\frac{M_4}{24}\sigma^4D''+O(\sigma^6).$$

Setting $\partial G/\partial\eta=-D\eta-c\sigma^2D'=0$ gives $\eta=-c\sigma^2D'/D$, which requires $D\ne0$. The two terms containing $\eta$ become $-c^2\sigma^4D'^2/2D+c^2\sigma^4D'^2/D=+c^2\sigma^4D'^2/2D$, and an $O(\sigma^4)$ correction to $\eta$ changes them at $O(\sigma^6)$ or beyond. Therefore

$$F=E_0-c\,\sigma^2D+\sigma^4\left[\frac{c^2D'^2}{2D}-\frac{M_4D''}{24}\right]+O(\sigma^6). \tag{5}$$

For the Gaussian, apply $(-d/d\alpha)^j$ to $\int e^{-\alpha t^2}dt/\sqrt\pi=\alpha^{-1/2}$ at $\alpha=1$. This yields $M_2=\tfrac12$, $M_4=\tfrac12\cdot\tfrac32=\tfrac34$ and $M_6=\tfrac34\cdot\tfrac52=\tfrac{15}8$, so $c=\tfrac14$. The value depends on the convention: the energy broadening has variance $M_2\sigma^2=\sigma^2/2$, so a width quoted as a standard deviation $\sigma_s$ corresponds to $\sigma=\sqrt2\,\sigma_s$ and to $c=\tfrac12$ in terms of $\sigma_s$.

### (b) Free electrons and the pressure

Counting two spins and $V/(2\pi)^3$ states per unit volume of $k$-space in a sphere gives $N_0=Vk^3/3\pi^2$. So $k_F=(3\pi^2n)^{1/3}$, $E_F=\hbar^2k_F^2/2m\propto V^{-2/3}$ at fixed $N$, and $N_0(y)=N(y/E_F)^{3/2}$. Differentiating, $D(y)=(3N/2E_F)(y/E_F)^{1/2}$, and at $y=E_F$

$$D=\frac{3N}{2E_F}\propto V^{2/3},\qquad D'=\frac{D}{2E_F},\qquad D''=\frac12\cdot\left(-\frac12\right)\frac{D}{E_F^2}=-\frac{D}{4E_F^2}.$$

The exponent combines the explicit factor $V$ with $E_F^{1/2}\propto V^{-1/3}$. Also $E_0=\int_0^{E_F}yD(y)\,dy=\tfrac32NE_F^{-3/2}\cdot\tfrac25E_F^{5/2}=\tfrac35NE_F\propto V^{-2/3}$, so $P_0=\tfrac23E_0/V=\tfrac25nE_F$. The shift of the chemical potential is $\eta=-c\sigma^2/2E_F$, and the bracket in (5) is $(D/E_F^2)(c^2/8+M_4/96)$. Thus

$$F=E_0+F_2+F_4+O(\sigma^6),\qquad F_2=-c\sigma^2D,\qquad F_4=a_4\frac{\sigma^4D}{E_F^2},\qquad a_4=\frac{c^2}{8}+\frac{M_4}{96}.$$

For the Gaussian $a_4=\tfrac1{128}+\tfrac1{128}=\tfrac1{64}$. A term proportional to $V^q$ contributes $-q/V$ times itself to the pressure. Here $F_2\propto V^{2/3}$ and $F_4\propto V^{2/3}V^{4/3}=V^2$, and $D/V=3n/2E_F$, so

$$\Delta P_2=\frac23\,\frac{c\sigma^2D}{V}=\frac{c\,n\sigma^2}{E_F},\qquad\Delta P_4=-\frac{2F_4}{V}=-\frac{3a_4\,n\sigma^4}{E_F^3}. \tag{6}$$

Dividing, $\Delta P_2/P_0=\tfrac52c\,(\sigma/E_F)^2$ and $\Delta P_4/\Delta P_2=-(3a_4/c)(\sigma/E_F)^2$. For the Gaussian,

$$\Delta P=\frac{n\sigma^2}{4E_F}\left[1-\frac3{16}\left(\frac{\sigma}{E_F}\right)^2+O\!\left(\frac{\sigma^4}{E_F^4}\right)\right]. \tag{7}$$

The leading term is positive for $c>0$: expansion packs the levels closer together, $D$ grows, and $-c\sigma^2D$ becomes more negative, so smearing favours the larger volume. With $n=3/(4\pi r_s^3)$ one has $n\propto r_s^{-3}$ and $E_F\propto r_s^{-2}$, so $\Delta P_2\propto1/r_s$.

For a general smooth band structure of non-interacting electrons, (5) gives $\Delta P_2=c\sigma^2(\partial D/\partial V)_N$, and the exponent $2/3$ must be replaced by $\partial\ln D/\partial\ln V$ of that band structure. The expansion does not apply in a gap, where $D=0$, near a van Hove singularity or band edge within a few $\sigma$ of $E_F$, or on a mesh too coarse for $D$ to count as smooth.

### (c) Pressure from the internal energy

Under a dilation at fixed integer labels of the plane waves, $k\propto V^{-1/3}$, so $\partial\varepsilon/\partial V=-2\varepsilon/3V$ for each level. Equation (2) then gives

$$P=\frac{2E}{3V}. \tag{8}$$

No expansion was used, so (8) holds for any $\sigma$ and also for a finite $k$-mesh that scales with the cell. In the continuum $\Omega$ is proportional to $V$ at fixed $\mu$ and $\sigma$; since $G'=0$, $P=-(\partial\Omega/\partial V)_{\mu,\sigma}=-\Omega/V$ as well. From (2), $E=F+\sigma S=F-\sigma\,\partial F/\partial\sigma$, and a term proportional to $\sigma^p$ is multiplied by $1-p$:

$$E=E_0-F_2-3F_4+O(\sigma^6)=E_0+c\sigma^2D-3F_4+O(\sigma^6). \tag{9}$$

Multiplying by $2/3V$ gives $P_0+\tfrac23c\sigma^2D/V-2F_4/V$, which agrees with (6).

### (d) Sodium

Sodium enters as one free electron per atom with the bare mass. Two inputs are rough measured sizes: $r_s\approx3.9$ bohr and bulk modulus $B\approx7$ GPa. Digits beyond the second serve to compare formulas with numerical integration at this $r_s$ and say nothing further about the metal.

The volume per electron is $\tfrac43\pi r_s^3=36.820$ Å$^3$, so $n=0.027159$ Å$^{-3}$, $k_F=0.92992$ Å$^{-1}$ and $E_F=3.2947$ eV. Then $D/N=1.5/3.2947=0.45528$ eV$^{-1}$, $\sigma/E_F=0.06070$ and $(\sigma/E_F)^2=3.685\times10^{-3}$. Per electron,

$$\frac{F_2}{N}=-\tfrac14(0.2)^2(0.45528)\ \text{eV}=-4.5528\ \text{meV},\qquad\eta=-\frac{(0.2)^2}{8\times3.2947}\ \text{eV}=-1.5176\ \text{meV},$$

against $F-E_0=-4.5517$ meV and $\mu-E_F=-1.5186$ meV from quadrature of the defining integrals. The pressure is

$$\Delta P_2=\frac{0.027159\times(0.2)^2}{4\times3.2947}=8.2433\times10^{-5}\ \text{eV/Å}^3=13.207\ \text{MPa}=0.132\ \text{kbar}.$$

The next order is $-\tfrac3{16}\times3.685\times10^{-3}=-6.909\times10^{-4}$ of this, or $-0.0091$ MPa, and the sum is 13.198 MPa. Finite differences of the quadrature $F$ and the formula $2E/3V-P_0$ both give 13.198 MPa. Relative to $P_0=5.7345$ GPa, $\Delta P_2$ is $\tfrac58\times3.685\times10^{-3}=2.303\times10^{-3}$. Taking $r_s=4.0$ bohr instead gives 12.87 MPa, in line with the $1/r_s$ law, so the free-electron answer is about 13 MPa, or 0.13 kbar. The band structure of the metal changes both factors of $c\sigma^2(D/V)\,\partial\ln D/\partial\ln V$: a self-consistent LDA band with a one-valence-electron pseudopotential at $r_s=3.9$ bohr has $D\approx0.47$ eV$^{-1}$ per electron and an exponent near 0.59 instead of $2/3$, which gives about 12 MPa. The free-electron value is therefore good to roughly 10 % for sodium. If 0.2 eV denotes a standard deviation, quadrature gives 26.4 MPa.

For the volume shift, assume that the remaining energy of the metal does not depend on $\sigma$ and that the total unsmeared pressure near the equilibrium volume $V_0$ is $-B(V-V_0)/V_0$. Setting this plus $\Delta P$ to zero, with $\Delta P$ taken at $V_0$, gives $\Delta V/V_0=\Delta P/B=13.198\ \text{MPa}/7\ \text{GPa}=0.189\,\%$. Keeping the volume dependence of $\Delta P$ lowers this by only about $0.0001\,\%$, less than the neglected curvature of the equation of state, which for $dB/dP\approx4$ raises it by about $0.001\,\%$. As $a\propto V^{1/3}$, the lattice constant grows by a third of this, $0.063\,\%$. With $B$ known to one figure these are about $0.2\,\%$ and $0.06$–$0.07\,\%$.

The leading term degrades as $\sigma$ grows: the ratio of the quadrature $\Delta P$ to $\Delta P_2$ is 0.9956, 0.9818 and 0.9116 at $\sigma=0.5$, 1.0 and 2.0 eV. These ratios belong to the free-electron gas only: in sodium the van Hove singularity at the zone face lies less than 1 eV above $E_F$, within a few $\sigma$ at such widths. At 2.0 eV the numerical check confirms that (3), (8) and $P=-\Omega/V$ still hold.

Explicit sums used the two-electron cubic cell of the bcc empty lattice, $a=4.1915$ Å, with $\Gamma$-centred $M\times M\times M$ meshes. The quantity $P-P_0$, with the continuum $P_0$, is 21.74, 13.66, 13.08, 13.06, 13.17, 13.198 and 13.198 MPa for $M=8,12,16,24,32,48,64$. The approach is not monotonic, and at $M=8$ the mesh error is more than half of the converged $\Delta P$, even though (8) is satisfied on that mesh. On the finest mesh the smeared density of states $\tilde D=\sum\tilde\delta(x)/\sigma$ is 0.45507 eV$^{-1}$ per electron with volume exponent 0.6661, both slightly below the unsmeared values. This follows from (1) and (4):

$$\tilde D=-\frac{\partial^2\Omega}{\partial\mu^2}=D+D'\eta+c\sigma^2D''=D\left[1-\frac{c\sigma^2}{4E_F^2}-\frac{c\sigma^2}{4E_F^2}\right]=D\left[1-\frac{\sigma^2}{8E_F^2}\right]$$

to order $\sigma^2$. Since $E_F^{-2}\propto V^{4/3}$, the exponent is $\tfrac23-\tfrac43\cdot\tfrac18(\sigma/E_F)^2=\tfrac23-\tfrac16(\sigma/E_F)^2$. Both expressions reproduce the mesh values.

## Variation 1: other smearing functions

Which Fermi–Dirac temperature gives the same leading pressure as the 0.2 eV Gaussian, and what does first-order Methfessel–Paxton smearing of 0.2 eV give?

For Fermi–Dirac, $f=1/(e^x+1)$ and $\sigma=k_BT$. The entropy $s=-f\ln f-(1-f)\ln(1-f)$ has $ds/df=\ln[(1-f)/f]=x$, so $s'=xf'$ holds. For even $p\ge2$, integration by parts gives $M_p=2\int_0^\infty x^p(-f')\,dx=2p\int_0^\infty x^{p-1}f\,dx$. Expanding $f=\sum_{j\ge1}(-1)^{j+1}e^{-jx}$ and using $\int_0^\infty x^{p-1}e^{-jx}dx=(p-1)!/j^p$ turns this into $2\,p!\sum_j(-1)^{j+1}j^{-p}$. The sums are $\pi^2/12$ and $7\pi^4/720$, so $M_2=\pi^2/3$, $M_4=7\pi^4/15$, $c=\pi^2/6$ and $a_4=\pi^4/288+7\pi^4/1440=\pi^4/120$. Equating the leading terms, $\tfrac{\pi^2}6(k_BT)^2=\tfrac14\sigma^2$, gives $k_BT=\sigma\sqrt{3/2}/\pi=0.07797$ eV, or 905 K. Quadrature at this temperature gives 13.196 MPa against 13.198 MPa for the Gaussian. The gap arises at fourth order, where $-(3a_4/c)(k_BT/E_F)^2=-\tfrac{3\pi^2}{20}\cdot\tfrac{3}{2\pi^2}(\sigma/E_F)^2=-\tfrac9{40}(\sigma/E_F)^2$ replaces $-\tfrac3{16}(\sigma/E_F)^2$.

For Methfessel–Paxton, $\tilde\delta=(\tfrac32-t^2)e^{-t^2}/\sqrt\pi$. It is negative for $t^2>\tfrac32$, which the derivation allows, since positivity of $\tilde\delta$ was not used. The Gaussian moments give unit area $\tfrac32-\tfrac12=1$, $M_2=\tfrac32\cdot\tfrac12-\tfrac34=0$ and $M_4=\tfrac32\cdot\tfrac34-\tfrac{15}8=-\tfrac34$. So $c=0$, $a_4=-\tfrac1{128}$, and the leading pressure is $\Delta P_4=+\tfrac3{128}\,n\sigma^4/E_F^3$, minus one half of the Gaussian $\Delta P_4$. This is 0.00456 MPa, against 0.00458 MPa from quadrature.

## Variation 2: differentiating another energy

Find the apparent pressures $-\partial E/\partial V$ and $-\partial[(E+F)/2]/\partial V$ at fixed $N$ and $\sigma$ for the Gaussian case.

By definition $-\partial F_2/\partial V=\Delta P_2$ and $-\partial F_4/\partial V=\Delta P_4$. Equation (9) then gives

$$-\frac{\partial E}{\partial V}=P_0-\Delta P_2-3\Delta P_4+O(\sigma^6).$$

By (9), the leading correction has the opposite sign to the one in (7). The result differs from $P$ because the occupations change with volume: since $ds=x\,df$, such a change at fixed $N$ and fixed levels alters $F$ by $\sum(\varepsilon-\sigma x)\,df=\mu\sum df=0$, but alters $E$ by $\sum\varepsilon\,df=\sigma\sum x\,df=\sigma\,dS$, which is not zero here. Numerically $-13.2072+3\times0.00913=-13.180$ MPa, as the finite difference of $E-E_0$ also gives. For the average, $\tfrac12(E+F)=E_0+\tfrac12(F_2-F_2)+\tfrac12(F_4-3F_4)=E_0-F_4$, so its volume derivative gives $P_0-\Delta P_4$ through order $\sigma^4$. The residual is $+0.00913$ MPa, against 0.00916 MPa from quadrature. An energy–volume curve built from $(E+F)/2$ is therefore free of the $\sigma^2$ pressure in this model, whereas the stress $-\sum f\,\partial\varepsilon/\partial V=2E/3V$ of the same calculation is the derivative of $F$ and keeps the 13 MPa.

## Computed results

```
gauss: c = M2/2 = 0.250000, M4 = 0.75000, a4 = 0.015625
fd: c = M2/2 = 1.644934, M4 = 45.45758, a4 = 0.811742
mp1: c = M2/2 = 0.000000, M4 = -0.75000, a4 = -0.007813
input rs (rough, sodium) = 3.9 bohr
input B (rough, sodium) = 7 GPa
input sigma (Gaussian) = 0.2 eV
volume per electron = 36.820 A^3
density n = 0.027159 A^-3
bcc cubic lattice constant = 4.1915 A
kF = 0.92992 A^-1
EF = 3.2947 eV
sigma/EF = 0.06070, squared = 3.6850e-03
D(EF) per electron = 0.45528 1/eV
D from 64^3 mesh = 0.45507 1/eV, dlnD/dlnV = 0.6661
E0 per electron = 1.97681 eV
mu-EF: formula -1.5176 meV, exact -1.5186 meV
F-E0: formula -4.5528 meV, exact -4.5517 meV
E-E0 exact = 4.5496 meV per electron
P0 = 5.7345 GPa
dP2 = n sigma^2/(4EF) = 8.2433e-05 eV/A^3
dP2 = 13.2072 MPa = 0.13207 kbar
dP4 = -0.00913 MPa, dP4/dP2 = -6.909e-04
dP2+dP4 = 13.1981 MPa
dP exact, -d(F-E0)/dV = 13.1981 MPa
dP exact, 2E/(3V)-P0 = 13.1981 MPa
dP2/P0 = 2.3031e-03
-d(E-E0)/dV = -13.1798 MPa
-d((E+F)/2-E0)/dV = 0.00916 MPa
dP if 0.2 eV is the standard deviation = 26.378 MPa
dP Methfessel-Paxton 1: formula 0.00456, exact 0.00458 MPa
equivalent kT = 0.07797 eV, T = 905 K
dP Fermi-Dirac at that T = 13.1962 MPa
dP exact at rs = 4.0 bohr = 12.8672 MPa
dV/V = dP/B = 0.189 %, root of total pressure 0.188 %
da/a = 0.063 %
sigma = 0.5 eV: dP exact = 82.18 MPa, exact/dP2 = 0.9956
sigma = 1.0 eV: dP exact = 324.18 MPa, exact/dP2 = 0.9818
sigma = 2.0 eV: dP exact = 1203.96 MPa, exact/dP2 = 0.9116
mesh 8^3: P - P0 = 21.7431 MPa
mesh 12^3: P - P0 = 13.6583 MPa
mesh 16^3: P - P0 = 13.0792 MPa
mesh 24^3: P - P0 = 13.0572 MPa
mesh 32^3: P - P0 = 13.1711 MPa
mesh 48^3: P - P0 = 13.1979 MPa
mesh 64^3: P - P0 = 13.1981 MPa
```
